**Stoney's formula needs the substrate's biaxial modulus, not the film's**

The mean stress of a thin film is σ = M_s h_s² Δκ / (6 h_f), where M_s is the substrate's biaxial modulus, h_s and h_f are the substrate and film thicknesses, and Δκ is the curvature change. The program minimizes the three-dimensional elastic energy of a bonded stack and asserts that the finite-thickness formulas agree with it for soft and stiff films at four thickness ratios. It also asserts that Stoney's formula recovers the mean stress of a graded film, the stress of a yielded film and the stress change on heating, within stated thin-film tolerances. Separate plate-energy calculations check the formulas for large-deflection stiffening and gravity sag. For a 200 nm chromium film on a 725 µm silicon wafer, the output gives a stress of 996 MPa. Using the film's modulus by mistake gives 1955 MPa, and omitting the scan before deposition gives 1583 MPa. The table shows that the film's modulus barely affects the actual mean stress, but strongly affects the stress a thick film would have on a rigid substrate.

## Numerical check

```python
# Result under test: the mean stress of a thin film follows from wafer bending as
#   stress = M_s * h_s**2 * (curvature change) / (6 * h_f),
# with no film modulus. M_s: biaxial modulus of the substrate; h_s, h_f: substrate
# and film thickness. Tension is positive; curvature is positive when the film
# side is concave. M_f: biaxial modulus of the film. SI units inside the program.
# "Mismatch stress" is the stress the film would have on a rigid substrate.
import numpy as np
from scipy.constants import g

GPa, MPa, um, nm, mm = 1e9, 1e6, 1e-6, 1e-9, 1e-3
nodes, weights = np.polynomial.legendre.leggauss(8)


def stoney(modulus, h_sub, h_film, curvature):
    return modulus * h_sub**2 * curvature / (6 * h_film)


def isotropic_constants(biaxial, nu):
    young = biaxial * (1 - nu)
    scale = young / ((1 + nu) * (1 - 2 * nu))
    return scale * (1 - nu), scale * nu


def relax_stack(layers):
    """Minimize the 3D elastic energy of bonded layers (substrate first).

    Each layer is (thickness, C11, C12, stress-free in-plane strain).
    Normal strain is free at every depth. Returns midplane strain,
    curvature and the mean in-plane stress of each layer.
    """
    h_ref = layers[0][0]
    bottom = -h_ref / 2
    points = []
    for index, (h, c11, c12, free) in enumerate(layers):
        for x, w in zip(nodes, weights):
            points.append((index, bottom + h * (1 + x) / 2, w / 2, h, c11, c12, free))
        bottom += h
    size = 2 + len(points)
    stiffness, load = np.zeros((size, size)), np.zeros(size)
    records = []
    for p, (index, z, w, h, c11, c12, free) in enumerate(points):
        shape = np.zeros((3, size))
        shape[:2, 0] = 1
        shape[:2, 1] = -z / h_ref
        shape[2, 2 + p] = 1
        hooke = np.full((3, 3), c12) + (c11 - c12) * np.eye(3)
        natural = np.array([free, free, free])
        stiffness += w * h / h_ref * shape.T @ hooke @ shape
        load += w * h / h_ref * shape.T @ hooke @ natural
        records.append((index, w, shape, hooke, natural))
    q = np.linalg.solve(stiffness, load)
    means = np.zeros(len(layers))
    for index, w, shape, hooke, natural in records:
        means[index] += w * (hooke @ (shape @ q - natural))[0]
    return q[0], q[1] / h_ref, means


# Rough typical constants: silicon (001) wafer and chromium film
C11, C12, C44 = 166 * GPa, 64 * GPa, 80 * GPa
rho_s, alpha_s = 2330.0, 2.6e-6
E_f, nu_f, alpha_f = 280 * GPa, 0.21, 5.0e-6
M_f = E_f / (1 - nu_f)
M_s = C11 + C12 - 2 * C12**2 / C11

# Biaxial modulus from uniaxial pulls along [100] and [110]
C6 = np.zeros((6, 6))
C6[:3, :3] = C12
C6[range(3), range(3)] = C11
C6[range(3, 6), range(3, 6)] = C44
S6 = np.linalg.inv(C6)
pull = S6 @ np.array([1, 0, 0, 0, 0, 0])
E100, nu100 = 1 / pull[0], -pull[1] / pull[0]
pull = S6 @ np.array([0.5, 0.5, 0, 0, 0, 0.5])
along = (pull[0] + pull[1] + pull[5]) / 2
across = (pull[0] + pull[1] - pull[5]) / 2
E110, nu110 = 1 / along, -across / along
assert abs(E100 / (1 - nu100) / M_s - 1) < 1e-10
assert abs(E110 / (1 - nu110) / M_s - 1) < 1e-10
assert E110 / E100 > 1.2

# Worked example: chosen wafer, film and scan readings
h_s, h_f, radius, scan = 725 * um, 200 * nm, 100 * mm, 180 * mm
bow_before, bow_after = 30 * um, 81 * um
k_before, k_after = 8 * bow_before / scan**2, 8 * bow_after / scan**2
for bow, k in ((bow_before, k_before), (bow_after, k_after)):
    circle = 2 * bow / (bow**2 + scan**2 / 4)
    assert abs(k / circle - 1) < 1e-6
dk = k_after - k_before
stress = stoney(M_s, h_s, h_f, dk)
eta = h_f / h_s

# Finite-thickness formulas against energy minimization
table = []
for ratio in (eta, 0.01, 0.1, 0.5):
    for film_modulus in (100 * GPa, 800 * GPa):
        free = -1e-3
        film = (ratio * h_s, *isotropic_constants(film_modulus, nu_f), free)
        _, k, means = relax_stack([(h_s, C11, C12, 0.0), film])
        apparent = stoney(M_s, h_s, ratio * h_s, k)
        actual_ratio = means[1] / apparent
        mismatch_ratio = -film_modulus * free / apparent
        m = film_modulus / M_s
        actual_formula = (1 + m * ratio**3) / (1 + ratio)
        mismatch_formula = (1 + 4*m*ratio + 6*m*ratio**2 + 4*m*ratio**3
                            + m**2 * ratio**4) / (1 + ratio)
        assert abs(actual_ratio / actual_formula - 1) < 1e-8
        assert abs(mismatch_ratio / mismatch_formula - 1) < 1e-8
        table.append((ratio, film_modulus, actual_ratio, mismatch_ratio))
assert abs(table[0][2] - table[1][2]) < 1e-8

# Graded film: two halves with different moduli and natural strains
graded = [(h_s, C11, C12, 0.0),
          (h_f / 2, *isotropic_constants(150 * GPa, 0.3), -0.004),
          (h_f / 2, *isotropic_constants(500 * GPa, 0.2), -0.001)]
_, k, means = relax_stack(graded)
graded_mean = (means[1] + means[2]) / 2
assert abs(means[1] - means[2]) > 50 * MPa
graded_stoney = stoney(M_s, h_s, h_f, k)
assert abs(graded_stoney / graded_mean - 1) < 2 * eta

# Yielded film: stress is capped, so modulus times strain is wrong
yield_stress, imposed = 1000 * MPa, 0.010
z_film = h_s / 2 + h_f * (1 + nodes) / 2
w_film = weights * h_f / 2
a = k = 0.0
for _ in range(50):
    local = np.clip(M_f * (imposed + a - k * z_film), -yield_stress, yield_stress)
    a = -np.sum(w_film * local) / (M_s * h_s)
    k = 12 * np.sum(w_film * local * z_film) / (M_s * h_s**3)
yielded_stoney = stoney(M_s, h_s, h_f, k)
assert abs(yielded_stoney / yield_stress - 1) < 2 * eta
assert M_f * imposed > 2 * yielded_stoney

# Heating by 100 K, and substrate stress at the film interface
heating = 100.0
film_constants = isotropic_constants(M_f, nu_f)
start = -stress / M_f
a0, k0, means0 = relax_stack([(h_s, C11, C12, 0.0), (h_f, *film_constants, start)])
_, k1, _ = relax_stack([(h_s, C11, C12, alpha_s * heating),
                        (h_f, *film_constants, start + alpha_f * heating)])
thermal_change = -M_f * (alpha_f - alpha_s) * heating
thermal_stoney = stoney(M_s, h_s, h_f, k1 - k0)
assert abs(thermal_stoney / thermal_change - 1) < 5 * M_f / M_s * eta
interface = M_s * (a0 - k0 * h_s / 2)
assert abs(interface / (-4 * means0[1] * eta) - 1) < 2 * eta


def plate_form(radial, hoop, nu, weight):
    cross = (radial * weight) @ hoop.T
    return (radial * weight) @ radial.T + (hoop * weight) @ hoop.T + nu * (cross + cross.T)


s, ws = (1 + nodes) / 2, weights / 2

# Membrane stiffening of a spherical disc, in-plane displacement relaxed
kappa, nu_test, h_test = 0.3, 0.25, 0.7
radial = np.array([np.ones_like(s), 3 * s**2, 5 * s**4, kappa**2 * s**2 / 2])
hoop = np.array([np.ones_like(s), s**2, s**4, np.zeros_like(s)])
form = plate_form(radial, hoop, nu_test, ws * s)
relaxed = form[3, 3] - form[3, :3] @ np.linalg.solve(form[:3, :3], form[:3, 3])
membrane = np.pi * h_test / (1 - nu_test**2) * relaxed
bending = np.pi * h_test**3 * kappa**2 / (12 * (1 - nu_test))
moment_ratio = 2 * membrane / bending
assert abs(moment_ratio / ((1 - nu_test) * kappa**2 / (16 * h_test**2)) - 1) < 1e-9
stiffening = E110 * radius**4 / (16 * M_s * h_s**2)
large_deflection = stiffening * (k_after**3 - k_before**3) / dk

# Gravity sag of a rim-supported wafer, isotropic estimate with [100] constants
rigidity = E100 * h_s**3 / (12 * (1 - nu100**2))
pressure = rho_s * g * h_s
powers = np.array([2, 4])[:, None]
curve_r = -powers * (powers - 1) * s**(powers - 2) / radius**2
curve_t = -powers * s**(powers - 2) / radius**2
sag_matrix = rigidity * plate_form(curve_r, curve_t, nu100, ws * s)
sag_load = pressure * ((1 - s**powers) * ws * s).sum(axis=1)
coefficients = np.linalg.solve(sag_matrix, sag_load)


def sag_formula(r):
    return pressure * (radius**2 - r**2) / (64 * rigidity) * (
        (5 + nu100) / (1 + nu100) * radius**2 - r**2)


for r in (0.0, scan / 2):
    numeric = coefficients @ (1 - (r / radius)**powers[:, 0])
    assert abs(numeric / sag_formula(0.0) - sag_formula(r) / sag_formula(0.0)) < 1e-9
scan_sag = sag_formula(0.0) - sag_formula(scan / 2)

print(f"Silicon C11, C12, C44 (rough): {C11/GPa:.0f}, {C12/GPa:.0f}, {C44/GPa:.0f} GPa")
print(f"Silicon E and nu along [100]: {E100/GPa:.1f} GPa, {nu100:.3f}")
print(f"Silicon E and nu along [110]: {E110/GPa:.1f} GPa, {nu110:.3f}")
print(f"Silicon (001) biaxial modulus: {M_s/GPa:.1f} GPa")
print(f"Chromium E and nu (rough): {E_f/GPa:.0f} GPa, {nu_f:.2f}")
print(f"Chromium biaxial modulus: {M_f/GPa:.1f} GPa")
print(f"Substrate thickness: {h_s/um:.0f} um; film thickness: {h_f/nm:.0f} nm")
print(f"Wafer diameter: {2*radius/mm:.0f} mm; scan length: {scan/mm:.0f} mm")
print(f"Bow before, after: {bow_before/um:.0f}, {bow_after/um:.0f} um")
print(f"Curvature before, after: {k_before:.5f}, {k_after:.5f} 1/m")
print(f"Curvature change: {dk:.5f} 1/m; its inverse: {1/dk:.1f} m")
print(f"Film force per width: {stress*h_f:.1f} N/m")
print(f"Film stress from Stoney: {stress/MPa:.1f} MPa")
print(f"Wrong, film biaxial modulus used: {stoney(M_f,h_s,h_f,dk)/MPa:.0f} MPa")
print(f"Wrong, E[100] without Poisson factor: {stoney(E100,h_s,h_f,dk)/MPa:.0f} MPa")
print(f"Wrong, baseline not subtracted: {stoney(M_s,h_s,h_f,k_after)/MPa:.0f} MPa")
print(f"Stress if substrate is 1% thicker: {stoney(M_s,1.01*h_s,h_f,dk)/MPa:.1f} MPa")
print(f"Stress if film is 5% thicker: {stoney(M_s,h_s,1.05*h_f,dk)/MPa:.1f} MPa")
print(f"Film elastic strain (needs film modulus): {100*stress/M_f:.3f} %")
print(f"Thickness ratio film/substrate: {eta:.3e}")
print("Ratios to Stoney value: actual mean stress, mismatch stress")
for ratio, modulus, actual, mismatch in table[:6]:
    print(f"  h_f/h_s={ratio:.6f}, M_f={modulus/GPa:.0f} GPa: {actual:.6f}, {mismatch:.6f}")
print(f"Graded film, layer stresses: {means[1]/MPa:.1f}, {means[2]/MPa:.1f} MPa")
print(f"Graded film, true mean and Stoney: {graded_mean/MPa:.1f}, {graded_stoney/MPa:.1f} MPa")
print(f"Yielded film, imposed strain: {100*imposed:.1f} %")
print(f"Yielded film, yield stress set: {yield_stress/MPa:.0f} MPa")
print(f"Yielded film, modulus times strain: {M_f*imposed/MPa:.0f} MPa")
print(f"Yielded film, Stoney: {yielded_stoney/MPa:.1f} MPa")
print(f"Expansion Cr, Si (rough): {alpha_f*1e6:.1f}, {alpha_s*1e6:.1f} ppm/K")
print(f"Heating: {heating:.0f} K; stress change by formula: {thermal_change/MPa:.1f} MPa")
print(f"Heating, stress change from curvature: {thermal_stoney/MPa:.1f} MPa")
print(f"Heating, bow change over scan: {(k1-k0)*scan**2/8/um:.2f} um")
print(f"Substrate stress at interface: {interface/MPa:.2f} MPa")
print(f"Large-deflection effect on stress, estimate: {100*large_deflection:.2f} %")
print(f"Silicon density (rough): {rho_s:.0f} kg/m^3")
print(f"Gravity sag over scan, rim support: {scan_sag/um:.1f} um")
print("all good")
```

Running it gives:

```
Silicon C11, C12, C44 (rough): 166, 64, 80 GPa
Silicon E and nu along [100]: 130.4 GPa, 0.278
Silicon E and nu along [110]: 169.7 GPa, 0.061
Silicon (001) biaxial modulus: 180.7 GPa
Chromium E and nu (rough): 280 GPa, 0.21
Chromium biaxial modulus: 354.4 GPa
Substrate thickness: 725 um; film thickness: 200 nm
Wafer diameter: 200 mm; scan length: 180 mm
Bow before, after: 30, 81 um
Curvature before, after: 0.00741, 0.02000 1/m
Curvature change: 0.01259 1/m; its inverse: 79.4 m
Film force per width: 199.3 N/m
Film stress from Stoney: 996.4 MPa
Wrong, film biaxial modulus used: 1955 MPa
Wrong, E[100] without Poisson factor: 719 MPa
Wrong, baseline not subtracted: 1583 MPa
Stress if substrate is 1% thicker: 1016.5 MPa
Stress if film is 5% thicker: 949.0 MPa
Film elastic strain (needs film modulus): 0.281 %
Thickness ratio film/substrate: 2.759e-04
Ratios to Stoney value: actual mean stress, mismatch stress
  h_f/h_s=0.000276, M_f=100 GPa: 0.999724, 1.000335
  h_f/h_s=0.000276, M_f=800 GPa: 0.999724, 1.004611
  h_f/h_s=0.010000, M_f=100 GPa: 0.990100, 1.012353
  h_f/h_s=0.010000, M_f=800 GPa: 0.990103, 1.168131
  h_f/h_s=0.100000, M_f=100 GPa: 0.909594, 1.142618
  h_f/h_s=0.100000, M_f=800 GPa: 0.913117, 2.778869
Graded film, layer stresses: 599.5, 498.3 MPa
Graded film, true mean and Stoney: 548.9, 549.1 MPa
Yielded film, imposed strain: 1.0 %
Yielded film, yield stress set: 1000 MPa
Yielded film, modulus times strain: 3544 MPa
Yielded film, Stoney: 1000.3 MPa
Expansion Cr, Si (rough): 5.0, 2.6 ppm/K
Heating: 100 K; stress change by formula: -85.1 MPa
Heating, stress change from curvature: -84.9 MPa
Heating, bow change over scan: -4.35 um
Substrate stress at interface: -1.10 MPa
Large-deflection effect on stress, estimate: 0.67 %
Silicon density (rough): 2330 kg/m^3
Gravity sag over scan, rim support: 20.2 um
all good
```
